**Tracer washout from three stirred volumes in series**

The program examines R = exp(−a)(1 + a + a²/2), the fraction of a tracer pulse still inside three equal stirred volumes in series, where a = 3t/τ, t is the time since the pulse and τ is the total mean residence time. For τ = 1 s and t = 3 s the output gives R = 0.6232 per cent, with about 80 per cent of that residue in the last volume. The program asserts agreement between the formula and a matrix-exponential solution of the tracer balances at six times, and agreement with one million random exit times within five standard errors. It also asserts the tracer balance, the mean exit time τ, the variance τ²/3 and the sensitivity of R to τ. Further assertions cover the return-flow formula for a port and the mean and variance of a diffusion-mixed chamber model. For a small reactor at 1 Torr and 900 K, the separately estimated corrections include about −12 per cent for diffusion-only stirring and about +8 per cent for an assumed temperature spread between chambers, both relative to the ideal R. The same volumes in parallel retain 4.979 per cent.

## Program and output

```python
# RESULT UNDER TEST: a tracer pulse enters the first of three equal, perfectly
# stirred volumes in series. The fraction still inside at time t is
#   R = exp(-a) (1 + a + a^2/2),  a = 3 t / tau,
# with tau the total mean residence time. For tau = 1 s, t = 3 s: 0.62 per cent.
# Symbols: Q volume flow at reactor conditions, V total volume, D diffusivity,
# Pe Peclet number (flow transport divided by diffusive transport).
import numpy as np
from scipy.linalg import expm
from scipy.integrate import quad
from scipy import constants as const

tau = 1.0
t_obs = 3.0


def remaining_formula(t, total_time=tau):
    a = 3 * t / total_time
    return np.exp(-a) * (1 + a + a**2 / 2)


def chain_matrix(rates, back=0.0):
    """Tracer balances; back = return flow divided by net flow at each port."""
    m = np.zeros((3, 3))
    for i in range(3):
        forward = rates[i] * (1 + back if i < 2 else 1)
        m[i, i] -= forward
        if i < 2:
            m[i + 1, i] += forward
        if i > 0:
            m[i, i] -= rates[i] * back
            m[i - 1, i] += rates[i] * back
    return m


def contents(matrix, t):
    """Tracer amounts after a unit pulse into the first compartment."""
    return expm(matrix * t)[:, 0]


rate = 3 / tau
ideal = chain_matrix([rate] * 3)

# Balances solved numerically against the closed formulas
for t in (0.1, 0.5, 1.0, 2.0, 3.0, 5.0):
    a = rate * t
    expected = np.exp(-a) * np.array([1, a, a**2 / 2])
    assert np.allclose(contents(ideal, t), expected, rtol=1e-9, atol=1e-14)
    assert np.isclose(contents(ideal, t).sum(), remaining_formula(t), rtol=1e-9)
amounts = contents(ideal, t_obs)
R = amounts.sum()
assert abs(100 * R - 0.62) < 0.005

# Random molecules: three independent exponential waits
samples = 1_000_000
rng = np.random.default_rng(7)
exit_times = rng.exponential(tau / 3, (samples, 3)).sum(axis=1)
R_random = np.mean(exit_times > t_obs)
R_error = np.sqrt(R * (1 - R) / samples)
assert abs(R_random - remaining_formula(t_obs)) < 5 * R_error


# Outflow quadrature: tracer balance, mean and variance of exit time
def outflow(t):
    return rate * contents(ideal, t)[2]


escaped = quad(outflow, 0, t_obs)[0]
mean_exit = quad(lambda t: t * outflow(t), 0, 15)[0]
var_exit = quad(lambda t: (t - mean_exit)**2 * outflow(t), 0, 15)[0]
assert abs(escaped + remaining_formula(t_obs) - 1) < 1e-7
assert abs(mean_exit - tau) < 1e-6
assert abs(var_exit - tau**2 / 3) < 1e-6

# Relative sensitivity to total residence time
a_obs = 3 * t_obs / tau
sensitivity = (a_obs**3 / 2) / (1 + a_obs + a_obs**2 / 2)
step = 1e-4
up = contents(chain_matrix([rate / (1 + step)] * 3), t_obs).sum()
down = contents(chain_matrix([rate / (1 - step)] * 3), t_obs).sum()
assert abs((np.log(up) - np.log(down)) / (2 * step) - sensitivity) < 1e-4

# Parallel arrangement: each volume gets one third of pulse and flow
volume_each = tau / 3
flow_each = 1 / 3
parallel_matrix = -np.eye(3) * flow_each / volume_each
R_parallel = (expm(parallel_matrix * t_obs) @ np.full(3, 1 / 3)).sum()
assert R_parallel > 7 * R

# Example: nitrogen carrier, carbon dioxide tracer, low-pressure reactor
sccm, p_torr, T = 20.0, 1.0, 900.0
Q = sccm / 60 * (760 / p_torr) * (T / const.zero_Celsius)   # cm3/s
V = Q * tau
side = (V / 3)**(1 / 3)
D_ref = 0.16          # cm2/s at 300 K and 760 Torr, rough typical value
D = D_ref * (760 / p_torr) * (T / 300)**1.75
viscosity = 3.8e-5    # Pa s, nitrogen near 900 K, rough typical value
port_length, port_diameter = 5.0, 1.0    # cm
port_area = np.pi * port_diameter**2 / 4

# Imperfect stirring: each chamber is a one-dimensional flow with diffusion
Pe_chamber = Q / (side * D)
cells = 40
size = 3 * cells
slow = np.zeros((size, size))
cell_rate = size / tau
for i in range(size):
    if (i + 1) % cells == 0:
        slow[i, i] -= cell_rate
        if i + 1 < size:
            slow[i + 1, i] += cell_rate
    else:
        from_left = cell_rate * (0.5 + cells / Pe_chamber)
        from_right = cell_rate * (0.5 - cells / Pe_chamber)
        slow[i, i] -= from_left
        slow[i + 1, i] += from_left
        slow[i, i + 1] -= from_right
        slow[i + 1, i + 1] += from_right
pulse = np.zeros(size)
pulse[0] = 1
first = np.linalg.solve(-slow, pulse)
second = np.linalg.solve(-slow, first)
slow_mean = first.sum()
slow_var = 2 * second.sum() - slow_mean**2
closed_var = (2 / Pe_chamber
              - 2 / Pe_chamber**2 * (1 - np.exp(-Pe_chamber))) * tau**2 / 3
assert abs(slow_mean - tau) < 1e-6
assert abs(slow_var / closed_var - 1) < 2e-3   # finite cell width
R_slow = contents(slow, t_obs).sum()
assert R_slow < R

# Back-diffusion through a port, checked by the steady transport equation
Pe_port = Q * port_length / (D * port_area)
back = 1 / np.expm1(Pe_port)
n = 400
h = 1 / n
steady = np.eye(n + 1)
for i in range(1, n):
    steady[i, i - 1:i + 2] = [1 / h**2 + Pe_port / (2 * h), -2 / h**2,
                              1 / h**2 - Pe_port / (2 * h)]
boundary = np.zeros(n + 1)
boundary[-1] = 1      # tracer only at the downstream end
profile = np.linalg.solve(steady, boundary)
mid = n // 2
port_flux = ((profile[mid] + profile[mid + 1]) / 2
             - (profile[mid + 1] - profile[mid]) / (h * Pe_port))
assert abs(-port_flux / back - 1) < 2e-3       # finite grid spacing
R_back = contents(chain_matrix([rate] * 3, back), t_obs).sum()
assert R_back > R

# Laminar pressure drop and the numbers that judge it
p_pa = p_torr * const.torr
Q_si = Q * 1e-6
radius = port_diameter / 200
drop_pa = 8 * viscosity * port_length / 100 * Q_si / (np.pi * radius**4)
drop = drop_pa / const.torr
molar_mass = 0.0280
density = p_pa * molar_mass / (const.R * T)
speed = Q / port_area / 100
reynolds = density * speed * 2 * radius / viscosity
free_path = viscosity / p_pa * np.sqrt(np.pi * const.R * T / (2 * molar_mass))
knudsen = free_path / (2 * radius)
pressure_ratio = np.array([1 + drop / p_torr, 1, 1 - drop / p_torr])
R_drop = contents(chain_matrix(rate / pressure_ratio), t_obs).sum()

# Port transit, temperature spread, pulse length and residence-time error
transit = port_area * port_length / Q
R_transit = contents(ideal, t_obs - 2 * transit).sum()
temperature_ratio = np.array([0.9, 1.0, 1.1])
R_temperature = contents(chain_matrix(rate * temperature_ratio), t_obs).sum()
pulse_length = 0.1
R_pulse = quad(lambda s: contents(ideal, t_obs - s).sum(),
               -pulse_length / 2, pulse_length / 2)[0] / pulse_length
R_longer = contents(chain_matrix([rate / 1.01] * 3), t_obs).sum()

print(f"Total mean residence time: {tau:.3f} s")
print(f"Observation time: {t_obs:.3f} s")
print(f"Escape rate of each volume: {rate:.3f} 1/s")
print(f"Dimensionless time a: {a_obs:.3f}")
print(f"exp(-a): {np.exp(-a_obs):.5e}")
print(f"Bracket 1 + a + a^2/2: {1 + a_obs + a_obs**2 / 2:.3f}")
for i, amount in enumerate(amounts, 1):
    print(f"Tracer in volume {i}: {100 * amount:.4f} per cent of pulse")
print(f"Total remaining, series: {100 * R:.4f} per cent")
print(f"Share of residue in last volume: {100 * amounts[2] / R:.1f} per cent")
print(f"Random-molecule result: {100 * R_random:.4f} per cent")
print(f"Its standard error: {100 * R_error:.4f} per cent of pulse")
print(f"Mean exit time by quadrature: {mean_exit:.5f} s")
print(f"Exit-time variance by quadrature: {var_exit:.5f} s^2")
print(f"Total remaining, parallel: {100 * R_parallel:.3f} per cent")
print(f"Sensitivity dlnR/dln(tau): {sensitivity:.3f}")
print(f"Example standard flow: {sccm:.1f} sccm")
print(f"Example pressure: {p_torr:.2f} Torr")
print(f"Example temperature: {T:.0f} K")
print(f"Flow at reactor conditions: {Q:.1f} cm3/s")
print(f"Total volume: {V:.1f} cm3")
print(f"Volume of each chamber: {V / 3:.1f} cm3")
print(f"Side of each cubic chamber: {side:.2f} cm")
print(f"Rough diffusivity, 300 K and 760 Torr: {D_ref:.2f} cm2/s")
print(f"Diffusivity at reactor conditions: {D:.0f} cm2/s")
print(f"Rough carrier viscosity: {viscosity:.1e} Pa s")
print(f"Port length: {port_length:.1f} cm")
print(f"Port diameter: {port_diameter:.1f} cm")
print(f"Chamber Peclet number: {Pe_chamber:.3f}")
print(f"Port Peclet number: {Pe_port:.2f}")
print(f"Return flow / net flow: {back:.5f}")
print(f"Pressure drop per port: {drop:.4f} Torr")
print(f"Port Reynolds number: {reynolds:.2f}")
print(f"Port Knudsen number: {knudsen:.4f}")
print(f"Transit time per port: {1000 * transit:.2f} ms")
print(f"Pulse length tested: {pulse_length:.2f} s")
print("Remaining at observation time with one neglected effect restored:")
for label, value in (("diffusion-only stirring", R_slow),
                     ("back-diffusion in ports", R_back),
                     ("pressure drop in ports", R_drop),
                     ("transit time in ports", R_transit),
                     ("chambers at 0.9, 1.0, 1.1 T", R_temperature),
                     ("finite pulse length", R_pulse),
                     ("residence time 1 per cent longer", R_longer)):
    change = 100 * (value / R - 1)
    print(f"  {label}: {100 * value:.4f} per cent "
          f"(relative change {change:+.2f} per cent)")
print("PASS")
```

Printed output:

```
Total mean residence time: 1.000 s
Observation time: 3.000 s
Escape rate of each volume: 3.000 1/s
Dimensionless time a: 9.000
exp(-a): 1.23410e-04
Bracket 1 + a + a^2/2: 50.500
Tracer in volume 1: 0.0123 per cent of pulse
Tracer in volume 2: 0.1111 per cent of pulse
Tracer in volume 3: 0.4998 per cent of pulse
Total remaining, series: 0.6232 per cent
Share of residue in last volume: 80.2 per cent
Random-molecule result: 0.6173 per cent
Its standard error: 0.0079 per cent of pulse
Mean exit time by quadrature: 1.00000 s
Exit-time variance by quadrature: 0.33333 s^2
Total remaining, parallel: 4.979 per cent
Sensitivity dlnR/dln(tau): 7.218
Example standard flow: 20.0 sccm
Example pressure: 1.00 Torr
Example temperature: 900 K
Flow at reactor conditions: 834.7 cm3/s
Total volume: 834.7 cm3
Volume of each chamber: 278.2 cm3
Side of each cubic chamber: 6.53 cm
Rough diffusivity, 300 K and 760 Torr: 0.16 cm2/s
Diffusivity at reactor conditions: 832 cm2/s
Rough carrier viscosity: 3.8e-05 Pa s
Port length: 5.0 cm
Port diameter: 1.0 cm
Chamber Peclet number: 0.154
Port Peclet number: 6.39
Return flow / net flow: 0.00168
Pressure drop per port: 0.0485 Torr
Port Reynolds number: 1.40
Port Knudsen number: 0.0185
Transit time per port: 4.70 ms
Pulse length tested: 0.10 s
Remaining at observation time with one neglected effect restored:
  diffusion-only stirring: 0.5506 per cent (relative change -11.65 per cent)
  back-diffusion in ports: 0.6295 per cent (relative change +1.01 per cent)
  pressure drop in ports: 0.6276 per cent (relative change +0.71 per cent)
  transit time in ports: 0.6375 per cent (relative change +2.29 per cent)
  chambers at 0.9, 1.0, 1.1 T: 0.6735 per cent (relative change +8.07 per cent)
  finite pulse length: 0.6247 per cent (relative change +0.23 per cent)
  residence time 1 per cent longer: 0.6693 per cent (relative change +7.40 per cent)
PASS
```
